# Meta-GGA radial equation and pseudization conditions for PAW and ultrasoft generators, part 2

The problem is the radial equation, and its PAW or ultrasoft pseudization, for a meta-GGA energy $\int e(n,\sigma,\tau)\,d^3r$ minimized freely over the orbitals. Here $n$ is the density, $\sigma=|\nabla n|^2$, $\tau=\tfrac12\sum_i f_i|\nabla\psi_i|^2$, subscripts on $e$ are partial derivatives, and $v_\tau=e_\tau$. Algebra is in atomic units, numbers in eV and Å; an inverse bohr is $1.88973$ Å⁻¹ and $\hbar^2/m_e=7.620$ eV Ų. The atom is spherical with a point nucleus of charge $Z$. The weak form and the orbital equation, with mass $1/A$, are

$$\int\Big[\tfrac12 A\,\nabla\delta\psi^*\cdot\nabla\psi+\Big(-\frac Zr+v_H+e_n-\varepsilon\Big)\delta\psi^*\psi+2e_\sigma\nabla n\cdot\nabla(\delta\psi^*\psi)\Big]d^3r=0,\qquad A=1+v_\tau .\tag{1}$$

$$-\tfrac12\nabla\cdot(A\nabla\psi)+v\psi=\varepsilon\psi,\qquad v=-\frac Zr+v_H+e_n-\nabla\cdot(2e_\sigma\nabla n).\tag{2}$$

With $\psi=R(r)Y_{lm}$, $u=rR$ and $g=2e_\sigma n'$,

$$-\frac{1}{2r^2}\big(r^2AR'\big)'+\frac{A\,l(l+1)}{2r^2}R+vR=\varepsilon R .\tag{5}$$

$$-\tfrac12(Au')'+\Big[\frac{A\,l(l+1)}{2r^2}+\frac{A'}{2r}+v\Big]u=\varepsilon u .\tag{6}$$

With $P=u$ and $Q=\tfrac12A(u'-u/r)$,

$$P'=\frac Pr+\frac{2Q}{A},\qquad Q'=-\frac Qr+\Big[\frac{A\,l(l+1)}{2r^2}+v-\varepsilon\Big]P .\tag{7}$$

$Q$ is continuous where $A$ jumps and $v$ is finite; if $g$ jumps too, $Q+gP$ is. With $\beta=\sqrt A$, $u=w/\beta$,

$$w''=\Big[\frac{l(l+1)}{r^2}+\frac{\nabla^2\beta}{\beta}+\frac{2(v-\varepsilon)}{A}\Big]w,\qquad \nabla^2\beta=\beta''+\frac{2\beta'}{r}.\tag{8}$$

For two regular solutions of equal $l$, $W_{ij}=u_iu_j'-u_ju_i'$ obeys $-\tfrac12(AW_{ij})'=(\varepsilon_j-\varepsilon_i)u_iu_j$. Hence, with $L=u'/u$ and core radius $r_c$,

$$\tfrac12A(r_c)W_{ij}(r_c)=(\varepsilon_i-\varepsilon_j)S_{ij},\qquad S_{ij}=\int_0^{r_c}u_iu_j\,dr .\tag{9}$$

$$\frac{\partial L}{\partial\varepsilon}\Big|_{r_c}=-\frac{2}{A(r_c)\,u(r_c)^2}\int_0^{r_c}u^2dr .\tag{10}$$

Near the nucleus $R=r^l\sum_jc_jr^j$, with

$$A=a_0+a_1r+a_2r^2+\dots,\qquad rv=w_0+w_1r+\dots,\qquad w_0=-Z_{\rm eff},\qquad Z_{\rm eff}=Z+2g(0).\tag{11}$$

$$\tfrac12N(N+2l+1)\,a_0c_N=\sum_{j=0}^{N-1}\Big\{\tfrac12a_{N-j}\big[l(l+1)-(l+j)(l+N+1)\big]+w_{N-j-1}\Big\}c_j-\varepsilon\,c_{N-2},\tag{12}$$

$$u=r^{l+1}(1+c_1r+\dots),\qquad c_1=-\frac{2Z_{\rm eff}+l\,a_1}{2(l+1)\,a_0}.\tag{13}$$

$$\frac{n'(0)}{n(0)}=-\frac{2Z}{1+v_\tau+8ne_\sigma}\bigg|_{r=0}.\tag{14}$$

The Kato value of $c_1$ is $-Z/(l+1)$. Also $\tau_P=\tau-\tau_W$, $\tau_W=\sigma/8n$. The example is magnesium with r²SCAN, solved from (1) in B-splines by the checking program, with $r_c=1.10$ Å and $A(r_c)=1.05840$.

For magnesium with r²SCAN, $v_\tau(0)=0.002645$ and $8ne_\sigma(0)=-0.002562$, so the denominator of (14) is $1.000083$ and $n'/n=-2\times22.6767/1.000083=-45.350$ Å⁻¹; the spline density has $-45.3497$ Å⁻¹. The effective charge follows from $2g(0)=\tfrac12(8ne_\sigma)(n'/n)=\tfrac12\times0.002562\times45.3497/1.88973=0.03074$, so $Z_{\rm eff}=12.03074$, and $c_1=-12.03074\times1.88973/1.002645=-22.675$ Å⁻¹. The 1s, 2s and 3s spline orbitals all have $-22.6748$ Å⁻¹, with deviations of a few parts in $10^8$ relative to (13). The value $-Z/a_0=-22.6169$ Å⁻¹ is off by 0.26% of the true cusp, while the Kato value $-22.6767$ Å⁻¹ is off by only 0.008%. For this functional and atom the mass correction alone makes the starting slope worse than no correction. The $p$ channel keeps a trace of the mass: with $a_1=0.03237$ Å⁻¹, $c_1=-(2\times22.7348+0.0324)/(4\times1.002645)=-11.3455$ Å⁻¹, against $-11.3454$ Å⁻¹ for the spline 2p orbital, a relative deviation of $6\times10^{-6}$. The $a_1$ term is $7\times10^{-4}$ of $c_1$, about a hundred times that deviation. For exchange, dimensions favour a small $v_\tau(0)$: the exchange energy density scales as $n^{4/3}$ and $\tau$ as $n^{5/3}$, so $v_\tau$ is $n^{-1/3}$ times a function of dimensionless variables, and $n$ is largest at the nucleus; the size of that function is not fixed by this argument. For a finite nucleus $n'(0)=0$, $g$ starts linearly, $2g/r$ is finite, and there is no cusp.

The exponent does change if the mass is singular. Let $A\simeq a\,r^p$ with $a>0$ and $p>-1$. In (5) multiplied by $r^2$, the trial $R\sim r^\gamma$ gives kinetic terms $\tfrac12a[l(l+1)-\gamma(\gamma+1+p)]r^{\gamma+p}$ and the Coulomb term $-Zr^{\gamma+1}$. For $p<1$ the kinetic terms dominate and

$$\gamma(\gamma+1+p)=l(l+1),\qquad \gamma=\tfrac12\Big[-(1+p)+\sqrt{(1+p)^2+4l(l+1)}\Big].\tag{15}$$

The $s$ wave keeps $\gamma=0$ and the others acquire exponents that are in general irrational; for $p=\tfrac12$, $l=1$ the formula gives $\tfrac12(\sqrt{10.25}-1.5)=0.8508$, and an integration started with the wrong exponent $\gamma=1$ settles on $0.8508$. For $p=1$ the Coulomb term is of the same order, $\gamma(\gamma+2)=l(l+1)-2Z/a$, and the exponent $\nu=\gamma+1$ of $u$ obeys $\nu^2=l(l+1)+1-2Z/a$; if the right side is negative the solution oscillates without end and the particle falls to the centre. For $p>1$ nothing balances the Coulomb term and no power law exists. A smooth meta-GGA does not produce these cases by itself, as (11) shows, but the case $p=1$ occurs in a scalar-relativistic kinetic operator. Without a $v_\tau$ term the ZORA operator has the form (2) with $A=2c^2/(2c^2-v)$, and for $v=-Z/r$ this is $a\,r$ with $a=2c^2/Z$ near the nucleus, so $\nu^2=l(l+1)+1-(Z/c)^2$. A term $v_\tau$ added to this $A$ leaves the exponent unchanged only if it vanishes faster than $r$ at the nucleus.

The ZORA operator without $v_\tau$ supplies an exact level against which (7) can be tested with a strongly varying mass. Eliminating the small component from the Dirac equation gives, for an $s$ state, where the spin-orbit term proportional to $\boldsymbol\sigma\cdot\mathbf L$ vanishes, equation (2) with the energy-dependent $A_D=2c^2/(2c^2+E_D+Z/r)$. Its ground state is found from (7) by trying $P=r^\nu e^{-Zr}$ and $Q=\kappa P$ with constant $\kappa$. The second equation reads $\kappa[(\nu+1)/r-Z]=-Z/r-E_D$, so $\kappa=-Z/(\nu+1)$ and $E_D=\kappa Z$. The first reads $(\nu-1)/r-Z=\kappa(2c^2+E_D+Z/r)/c^2$. Its $1/r$ part, $\nu-1=\kappa Z/c^2$, gives $\nu^2=1-(Z/c)^2$ and $E_D=c^2(\nu-1)$; its constant part is then satisfied, since $2c^2+E_D=c^2(\nu+1)$. Now scale $r=\lambda r'$ with $\lambda=2c^2/(2c^2+E_D)$. The denominator of $A_D$ becomes $(2c^2+Z/r')/\lambda$, so $A_D=\lambda A_{\rm ZORA}(r')$; the two gradients give $\lambda^{-2}$ and the potential $\lambda^{-1}$, so the whole operator is $\lambda^{-1}$ times the ZORA operator in $r'$. The ZORA level is therefore $\lambda E_D=2c^2E_D/(2c^2+E_D)$. For a one-electron ion with $Z=50$ this is $-36486.26$ eV, and shooting with (7) gives the same figure. The measured exponents of $u$ are $0.93106$ for $l=0$ and $1.69318$ for $l=1$, in agreement with the formula, their squares differing by $2$.

The pseudization replaces each partial wave $u_i$, a regular solution of (6) at a chosen energy $\varepsilon_i$, by a smooth $\tilde u_i$ that equals $u_i$ for $r\ge r_c$, and replaces $A$ and $v$ by smooth $\tilde A=1+\tilde v_\tau$ and $\tilde v$. Call $\tilde H$ the operator of (6) built from them. In the construction shared by the ultrasoft and PAW methods the projectors are made from

$$\chi_j=(\varepsilon_j-\tilde H)\tilde u_j,\qquad B_{ij}=\int\tilde u_i\chi_j\,dr,\qquad p_i=\sum_k\chi_k(B^{-1})_{ki},\tag{16}$$

and the matrices are $q_{ij}=S_{ij}-\tilde S_{ij}$, with $\tilde S_{ij}=\int_0^{r_c}\tilde u_i\tilde u_j\,dr$, and $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$. The $p_i$ are dual to the smooth waves, $\int\tilde u_jp_i\,dr=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ji}$, and $\sum_ip_iB_{ij}=\chi_j$. Hence the pseudo-problem with Hamiltonian $\tilde H+\sum|p_i\rangle D_{ik}\langle p_k|$ and overlap $1+\sum|p_i\rangle q_{ik}\langle p_k|$, applied to $\tilde u_j$ at $\varepsilon_j$, gives $-\chi_j+\sum_ip_i(D_{ij}-\varepsilon_jq_{ij})=0$: each reference wave is reproduced. This algebra holds for any $\tilde A$. The conditions on $\tilde v_\tau$ come from asking that $\chi_j$ vanish outside $r_c$, be an ordinary function that plane waves can represent, behave as $r^{l+1}$ at the origin, and give a symmetric $D$, and that the pseudo-Hamiltonian have a ground state. A jump at the core radius is written $[X]=X(r_c^+)-X(r_c^-)$.

Outside $r_c$ the smooth wave is $u_j$, which satisfies (6), so with $\Delta A=\tilde A-A$ and $\Delta v=\tilde v-v$,

$$\chi_j=\tfrac12(\Delta A\,u_j')'-\Big[\frac{\Delta A\,l(l+1)}{2r^2}+\frac{\Delta A'}{2r}+\Delta v\Big]u_j\qquad(r>r_c).$$

For a single wave one can make this vanish with $\Delta A\ne0$ by solving for $\Delta v$. For two waves of the same $l$ almost no freedom is left. The step that led to (9) gives $u_i\chi_j-u_j\chi_i=\tfrac12(\Delta A\,W_{ij})'$, so if both $\chi$ vanish, $\Delta A\,W_{ij}$ is constant; it is zero as soon as $\Delta A$ is zero at one radius, as it is when the smooth and all-electron masses coincide from some larger radius on, and then $\Delta A=0$ wherever $W_{ij}\neq0$, after which $\Delta v=0$ follows. The first condition is thus $\tilde v_\tau=v_\tau$ and $\tilde v=v$ for all $r>r_c$. It expresses what (8) showed, that an error in the mass is an energy-dependent potential. This argument is analytic and is not among the numerical tests.

At $r_c$ itself, write $\chi$ in flux form. From (5) multiplied by $r$, $\chi=r^{-1}(r\tilde Q)'-[\tilde Al(l+1)/2r^2+\tilde v-\varepsilon]\tilde u$, where $\tilde Q=\tfrac12\tilde A(\tilde u'-\tilde u/r)$ inside and $Q$ outside. Let $\tilde u$ and $\tilde u'$ be continuous and $\tilde v$ finite. If $\tilde A$ does not join $A$, the flux jumps and its derivative contains a delta function:

$$\chi\supset[Q]\,\delta(r-r_c),\qquad [Q]=\tfrac12[A]\Big(u'-\frac ur\Big)_{r_c}.\tag{17}$$

If $g$ jumps too, the weight is $[Q]+[g]u$, by the remark after (7). The factor $u'-u/r=rR'$ vanishes when $r_c$ sits at an extremum of $R$. That can be arranged for one wave by the choice of $r_c$; for two waves of the same $l$ it forces $W_{ij}=0$ and by (9) $S_{ij}=0$, and both energies must be eigenvalues of (5) in the sphere with the boundary condition $R'(r_c)=0$, so the second reference energy is confined to a discrete set and can no longer be placed freely. A generator that evaluates $\chi$ point by point on $r<r_c$ drops the delta function silently, and the loss shows up in $D$. With pointwise $\chi$, $B_{ij}=\varepsilon_j\tilde S_{ij}-\int_0^{r_c}\tilde u_i\tilde H\tilde u_j\,dr$. In the antisymmetric part the square bracket cancels again and the kinetic term integrates to a boundary value, in which the inner limit of $\tilde A$ appears and $W_{ij}$ is the all-electron one because values and slopes match:

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\tilde S_{ij}+\tfrac12\tilde A(r_c^-)W_{ij}(r_c)=(\varepsilon_i-\varepsilon_j)\Big[\frac{\tilde A(r_c^-)}{A(r_c)}S_{ij}-\tilde S_{ij}\Big],$$

where (9) was used for $W_{ij}$. Adding $(\varepsilon_j-\varepsilon_i)q_{ij}=-(\varepsilon_i-\varepsilon_j)(S_{ij}-\tilde S_{ij})$ removes $\tilde S_{ij}$:

$$D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)\Big[\frac{\tilde A(r_c^-)}{A(r_c)}-1\Big]S_{ij}.\tag{18}$$

The asymmetry is independent of the shape of $\tilde u$, $\tilde v$ and $\tilde A$ inside. It is exactly the missing delta term: (17) adds $u_i[Q_j]$ to $B_{ij}$, and $u_i[Q_j]-u_j[Q_i]=\tfrac12[A]W_{ij}=(\varepsilon_i-\varepsilon_j)S_{ij}[A]/A$, which cancels (18) because $\tilde A(r_c^-)/A-1=-[A]/A$. So for two waves with $S_{ij}\ne0$ a jump $[A]\ne0$ gives either a singular projector or a non-Hermitian Hamiltonian. For $S_{ij}=0$ the matrix stays symmetric when the delta functions are dropped, but unless $R'(r_c)=0$ their loss is still an error. The second condition is $\tilde v_\tau(r_c^-)=v_\tau(r_c)$. In the norm-conserving case $q_{ij}=0$ with one projector per channel, a mismatch does not spoil the energy slope of the scattering outside, because (10) taken at $r_c^+$ contains the outer mass $A(r_c)$. What a dropped delta function spoils is the logarithmic derivative itself: continuity of the flux then multiplies $L-1/r_c$ by $\tilde A(r_c^-)/A(r_c)$ already at the reference energy.

With $[A]=0$ the projector is finite, and since it is zero outside, its inner limit is the height of a step. Expand (6) as $-\tfrac12Au''-\tfrac12A'(u'-u/r)+[Al(l+1)/2r^2+v-\varepsilon]u=0$ at $r_c^+$ and add it to the corresponding expression for $\chi$ at $r_c^-$. All terms that contain only continuous quantities cancel, leaving

$$\chi(r_c^-)=-\tfrac12A\,[u'']-\tfrac12[A']\Big(u'-\frac ur\Big)+[v]\,u .\tag{19}$$

For smooth waves matched through the second derivative and a continuous $\tilde v$, only the middle term survives, and a continuous projector requires $\tilde v_\tau'(r_c^-)=v_\tau'(r_c)$. Differentiating the same expression repeatedly, $\chi^{(M-1)}$ contains $\tilde u^{(M+1)}$, $\tilde A^{(M)}$ and $\tilde v^{(M-1)}$. A projector with $M-1$ continuous derivatives is therefore obtained when $\tilde u$ is matched through order $M+1$, $\tilde v_\tau$ through order $M$ and $\tilde v$ through order $M-1$: the mass needs one more matched derivative than the local potential.

The cost of a mismatch is measured in reciprocal space. For $l=0$ the plane-wave component of the projector is proportional to $F(k)=\int rj_0(kr)\chi\,dr=k^{-1}\int\sin(kr)\chi\,dr$. The delta function integrates directly. For the part inside, integrate by parts with $\sin kr=-(\cos kr)'/k$, then $\cos kr=(\sin kr)'/k$, and once more:

$$F(k)=[Q]\frac{\sin kr_c}{k}-\chi(r_c^-)\frac{\cos kr_c}{k^2}+\chi'(r_c^-)\frac{\sin kr_c}{k^3}+\chi''(r_c^-)\frac{\cos kr_c}{k^4}+\frac{\chi(0)}{k^2}-\frac{\chi''(0)}{k^4}+\dots\tag{20}$$

The envelope falls as $k^{-1}$ for a jump of $\tilde v_\tau$, as $k^{-2}$ for a kink and as $k^{-3}$ for a match of value and slope, and as $k^{-(M+2)}$ for the order $M$ defined above, provided $\chi$ is smooth inside the sphere. For $l>0$ the terms from $r_c$ have the same powers, since $rj_l(kr)\to\sin(kr-l\pi/2)/k$ at large $kr$. With the weight $k^2dk$, a $k^{-1}$ tail is not square integrable, so projections of a wave function converge only through the decay of the wave function itself; a $k^{-2}$ tail is square integrable but has no finite kinetic energy.

For the magnesium $s$ channel the program uses two waves, at $\varepsilon_1=-4.8112$ eV (the normalized 3s state) and $\varepsilon_2=5.1888$ eV (normalized to one inside $r_c$), with overlap $S_{12}=0.43033$. The smooth waves are $\tilde R=r^l(c_0+c_2r^2+c_4r^4)$ matched to $R$, $R'$, $R''$, the last taken by finite differences of the integrated solution. The smooth $\tilde v$ and $\tilde A$ have the form $X+Y(r^2-r_c^2)/2r_c$, with value $X$ and slope $Y$ at $r_c$; $\tilde v$ is matched in both, and $\tilde A$ is matched or deliberately mismatched. For the 3s wave $u'-u/r=-0.25145$ Å$^{-3/2}$. With $[A]=0.1$, (17) gives $\tfrac12\times0.1\times(-0.25145)\times7.620=-0.0958$ eV Å$^{1/2}$. The independent value comes from the weak form (1): the integral of $\chi$ against a Gaussian test function centred on $r_c$, taken across the radius without differentiating $A$, minus the pointwise integral inside, gives a weight of $-0.09580$ eV Å$^{1/2}$. Equation (18) gives $(-10\ \text{eV})\times(-0.1/1.05840)\times0.43033=0.4066$ eV, and the integrated matrices give $0.40658$ eV. With $[A]=0$ and $[A']=0.5$ Å⁻¹, (19) gives $-\tfrac12\times0.5\times(-0.25145)\times7.620=0.4790$ eV Å$^{-1/2}$, the computed $\chi(r_c^-)$ is $0.47900$, and the delta weight and the asymmetry are zero to five decimals. With value and slope matched the step is zero to five decimals as well. The decay powers, measured between $kr_c$ near $150\pi$ and $300\pi$ at the phase where the leading term of (20) is extremal, are $1.005$, $2.003$ and $3.000$. The last value stops at three because nothing here removes the kink $\chi'(r_c^-)$: the waves are not matched in the third derivative nor $\tilde A$ in the second.

The all-electron slope at this radius is larger than the modest $v_\tau=0.058$ suggests. The slope is $A'=0.857$ Å⁻¹, so $v_\tau$ changes by its own size over $0.058/0.857=0.07$ Å. A constant $\tilde v_\tau$ inside the core, equal to the value at $r_c$, would have $[A']=0.857$ Å⁻¹ and a step of $\tfrac12\times0.857\times0.25145\times7.620=0.82$ eV Å$^{-1/2}$. The radius lies between the L and M shells, where the variable $\alpha=\tau_P/\tau_{\rm unif}$, with $\tau_{\rm unif}=\tfrac3{10}(3\pi^2)^{2/3}n^{5/3}$, has the value $1.85$.

At the origin a smooth three-dimensional function of angular momentum $l$ has the radial form $r^l$ times a series in $r^2$, because $r^lY_{lm}$ and $r^2$ are polynomials in $x,y,z$ and $r$ is not. Let $\tilde R=r^l(c_0+c_2r^2+\dots)$ and $\tilde v$ be of this kind, and let $\tilde A=a_0+a_1r+\dots$ have a linear term. The function $r\chi$ is minus the left side of (5) multiplied by $r^2$, with $\varepsilon$ moved over, so its coefficients are read from the derivation of (12). At order $r^l$ it vanishes. At order $r^{l+1}$ the only term is $a_1c_0$, with coefficient $\tfrac12[l(l+2)-l(l+1)]=\tfrac12l$. Hence

$$\chi\to\tfrac12\,l\,a_1c_0\,r^{\,l}\qquad(l\ge1),\tag{21}$$

The smooth $\tilde v_\tau$ has to equal $v_\tau$ outside $r_c$ and join it continuously there, a matched slope is needed for a continuous projector when the waves are matched through the second derivative and $\tilde v$ is continuous, and a linear term at the origin leaves $\chi$ of order $r^l$. What remains is the consequence of that term, the positivity of $1+\tilde v_\tau$, and the construction of smooth core densities that meet these conditions.
